# Boltzmann scaling and Matano's concentration-dependent interdiffusivity

A diffusion couple is annealed for 100 h. From its composition profile the interdiffusivity at the middle composition is found to be $0.002718\ \mu\mathrm{m^2/s}$. If the origin of the position axis is misplaced by $5\ \mu\mathrm m$ to the right, the same profile gives $0.002344\ \mu\mathrm{m^2/s}$ when the analysis starts from the right end and $0.003092\ \mu\mathrm{m^2/s}$ when it starts from the left. Why does a diffusivity depend on an origin, and what fixes the right one?

## Setting and theorem

Let $c(x,t)$ be the molar concentration of one component of a binary couple, equal to $c_L$ far to the left and $c_R$ far to the right. With the interdiffusion flux $-D\,c_x$, continuity gives $c_t=(D\,c_x)_x$. Put

$$u=\frac{c-c_R}{c_L-c_R}.$$

Both sides of the equation are multiplied by the same constant, so $D$ is unchanged and

$$u_t=\big(D(u)\,u_x\big)_x. \tag{1}$$

The scaled flux is $J=-D\,u_x$, a velocity. Lengths are in µm and times in s, since atomic units are unnatural here.

**Assumptions.**

- (A1) The molar volume is constant, so that (1) holds in a frame fixed to the ends of the couple.
- (A2) $D$ depends on composition alone, is smooth, and satisfies $0<D_{\min}\le D\le D_{\max}$.
- (A3) At $t=0$, $u=1$ for $x<x_0$ and $u=0$ for $x>x_0$.
- (A4) Diffusion has not reached the ends, so the couple may be treated as infinite.
- (A5) Equation (1) has a solution with $0\le u\le1$, smooth for $t>0$, which approaches its end values fast enough for the integrals in Lemma 1 to converge.

**Theorem.** Under these assumptions $u$ depends on $x$ and $t$ only through $\lambda=(x-x_0)/\sqrt t$, and it decreases strictly with $\lambda$. The Matano plane $x_M$, defined by

$$\int_0^1 (x-x_M)\,dv=0, \tag{2}$$

coincides with $x_0$. For $0<u<1$,

$$D(u)=-\frac{1}{2t}\,\frac{dx}{du}\int_0^u (x-x_M)\,dv. \tag{3}$$

Here $x$ is read as a function of composition $v$ at the fixed time $t$.

## Lemma 1: Boltzmann scaling

*The solution has the form $u=U(\lambda)$.*

*Proof.* Let $y=x-x_0$ and, for $a>0$, let $w(y,t)=u(ay,a^2t)$. Then $w_t=a^2u_t$, and two position derivatives also produce $a^2$, so $w$ satisfies (1). Since $ay$ has the sign of $y$, $w$ has the same initial step as $u$.

It remains to show that two such solutions $u_1,u_2$ coincide. Define

$$\Phi(u)=\int_0^u D(v)\,dv,\qquad W(y,t)=\int_{-\infty}^{y}(u_1-u_2)\,dy'.$$

Equation (1) reads $u_t=\Phi(u)_{yy}$, hence $W_t=[\Phi(u_1)-\Phi(u_2)]_y$. Initially $W=0$. It vanishes at $-\infty$ by definition, and at $+\infty$ because both solutions conserve the same amount. Integration by parts, with $W_y=u_1-u_2$, gives

$$\frac{d}{dt}\,\frac12\int W^2dy=\int W\,W_t\,dy=-\int (u_1-u_2)\,[\Phi(u_1)-\Phi(u_2)]\,dy\le0.$$

The sign follows because $\Phi$ increases with $u$. A non-negative quantity that starts at zero and cannot grow remains zero, so $u_1=u_2$. Thus $u(ay,a^2t)=u(y,t)$, and the choice $a=1/\sqrt t$ gives $u(y,t)=u(y/\sqrt t,1)\equiv U(\lambda)$. ∎

In the example $D(u)=D_Re^{2u}$ with $D_R=0.001\ \mu\mathrm{m^2/s}$, so $D$ rises to $0.00739\ \mu\mathrm{m^2/s}$ at $u=1$. These are model parameters. Equation (1) was solved on a grid in $x$ and $t$, without the variable $\lambda$. Between 25 h and 100 h the composition $u=0.1$ moves from $25.407$ to $50.814\ \mu\mathrm m$ from the interface, and $u=0.9$ from $-33.184$ to $-66.371\ \mu\mathrm m$. Four times the time doubles the distance, as the lemma requires.

## Lemma 2: monotone profile and tails

*$U'<0$ everywhere, and $\lambda U\to0$ on the right and $\lambda(1-U)\to0$ on the left.*

*Proof.* Since $\partial\lambda/\partial t=-\lambda/(2t)$ and $\partial\lambda/\partial x=1/\sqrt t$,

$$u_t=-\frac{\lambda}{2t}U',\qquad (D\,u_x)_x=\frac1t\,(D\,U')'.$$

The factor $1/t$ cancels from (1), leaving an ordinary differential equation:

$$-\frac{\lambda}{2}U'=(D\,U')'. \tag{4}$$

Let $q=-D\,U'$, so that $J=q/\sqrt t$. Then (4) becomes

$$q'=\frac{\lambda}{2}U'=-\frac{\lambda}{2D}\,q, \tag{5}$$

with solution

$$q(\lambda)=q(0)\exp\left[-\int_0^\lambda\frac{s\,ds}{2D(U(s))}\right].$$

So $q$ keeps one sign. It is positive, because $U$ falls from 1 to 0, and therefore $U'=-q/D<0$. For either sign of $\lambda$ the integral in the exponent is at least $\lambda^2/(4D_{\max})$, so

$$0<q(\lambda)\le q(0)\,e^{-\lambda^2/(4D_{\max})}.$$

On the right, $U(\lambda)=\int_\lambda^\infty (q/D)\,ds$. Inserting $s/\lambda\ge1$ under the integral gives

$$U(\lambda)\le\frac{q(0)}{D_{\min}}\int_\lambda^\infty\frac{s}{\lambda}\,e^{-s^2/(4D_{\max})}ds=\frac{q(0)}{D_{\min}}\,\frac{2D_{\max}}{\lambda}\,e^{-\lambda^2/(4D_{\max})}.$$

Hence $\lambda U\to0$. The same bound applied to $1-U$ settles the left end. ∎

## Proof of the theorem

By Lemma 2 the profile can be inverted to $\lambda(v)$. Integrate the first equality in (5) from $\lambda$ to $\infty$, where $q$ vanishes, and substitute $v=U(s)$:

$$-q(\lambda)=\frac12\int_\lambda^\infty s\,U'(s)\,ds=\frac12\int_u^0\lambda(v)\,dv .$$

Reversing the limits removes the minus sign:

$$q=\frac12\int_0^u\lambda(v)\,dv. \tag{6}$$

Because $q=-D\,U'$ and $1/U'=d\lambda/du$,

$$D(u)=-\frac12\,\frac{d\lambda}{du}\int_0^u\lambda\,dv .$$

The derivative and the integral each contain one factor $1/\sqrt t$ when $\lambda=(x-x_0)/\sqrt t$ is inserted. Together they give (3) with $x_0$ in place of $x_M$. Finally let $u\to1$ in (6). The flux vanishes there, so $\int_0^1(x-x_0)\,dv=0$. Equation (2) has the single solution $x_M=\int_0^1x\,dv$, and therefore $x_M=x_0$. ∎

**Reading the numbers.** Write $A(u)=\int_0^u(x-x_M)\,dv$, which is positive for $0<u<1$ because $q$ is. With $dx/du=-1/|u_x|$, (3) is $D=A/(2t|u_x|)$. At $u=0.5$ the profile has $A=18.1622\ \mu\mathrm m$ and $|u_x|=0.009280\ \mu\mathrm m^{-1}$, so

$$D=\frac{18.1622}{2\times360000\times0.009280}\ \mu\mathrm{m^2/s}=0.002718\ \mu\mathrm{m^2/s}=2.718\times10^{-15}\ \mathrm{m^2/s}.$$

The input law gives the same value to these digits. For $0.02<u<0.98$ the largest error relative to the input is $7.7\times10^{-5}$. This measures the numerical solution and its differentiation, not the accuracy attainable with measured data.

## Remark 1: the plane as a mass balance

Integrate by parts from each end, with the end terms removed by Lemma 2:

$$\int_0^u(x-x_M)\,dv=u\,(x-x_M)+P,\qquad P=\int_x^\infty u\,dx', \tag{7}$$

$$-\int_u^1(x-x_M)\,dv=-(1-u)(x-x_M)+Q,\qquad Q=\int_{-\infty}^x(1-u)\,dx'. \tag{8}$$

By (2) the two left sides are equal. At $x=x_M$ this says $P=Q$: the amount gained on the right of the plane equals the amount lost on the left. In the example both are $18.6201\ \mu\mathrm m$, and the plane computed from the profile lies at $500.000\ \mu\mathrm m$, where the interface was placed. This $x_0$ is measured from the ends of the couple. Inert markers placed at the weld move with the lattice when the two components have unequal intrinsic diffusivities (the Kirkendall effect), so after the anneal they do not in general mark $x_M$.

Dividing (6) by $\sqrt t$ gives $J=A/(2t)$, and therefore $J_x=(x-x_M)\,u_x/(2t)$. Since $u_x<0$, the flux rises up to the plane and falls beyond it, so it is largest at the plane. There (7) gives $P=2tJ$. The numerical flux yields $2tJ=18.6210\ \mu\mathrm m$, which agrees with the gain to 5 parts in $10^5$. The equality is exact in the theory, so this difference is numerical error, and both values are $18.62\ \mu\mathrm m$ to four figures.

The composition at the plane is $U(0)$, constant in time. It is $0.588$ here, so the Matano plane must not be identified with the place where $u=0.5$, which lies $10.2\ \mu\mathrm m$ to its right.

## Remark 2: the misplaced origin

Use $x_M+\delta$ in place of $x_M$. The integral from the right becomes $A-\delta u$. The integral from the left, $-\int_u^1$, becomes $A+\delta(1-u)$. Hence

$$D_{\rm right}=D-\frac{\delta u}{2t|u_x|},\qquad D_{\rm left}=D+\frac{\delta(1-u)}{2t|u_x|}. \tag{9}$$

For $\delta=5\ \mu\mathrm m$ and $u=0.5$, each shift has size $2.5/(720000\times0.009280)=0.000374\ \mu\mathrm{m^2/s}$. This accounts for both wrong values in the opening paragraph.

Relative to $D$ the errors are $-\delta u/A$ and $+\delta(1-u)/A$. At $u=0.9$, where $A=10.30\ \mu\mathrm m$, integration from the right is wrong by 44 % and from the left by 5 %. For a misplaced origin, the nearer end in composition is thus the safer starting point.

The origin can also be removed. Weight the two results by $1-u$ and $u$. The terms in $\delta$ cancel, and the same weights applied to (7) and (8) cancel $x-x_M$:

$$D(u)=\frac{(1-u)\,P+u\,Q}{2t\,|u_x|}. \tag{10}$$

This form gives $0.002718\ \mu\mathrm{m^2/s}$ at $u=0.5$ without locating the plane. It still relies on constant molar volume and on an initially sharp interface.

## Remark 3: what a fitted tail implies

Suppose a profile is fitted by the logistic curve $u=1/(1+e^{\lambda/s})$, where $s$ is a constant. Then

$$\lambda=s\ln\frac{1-u}{u},\qquad \frac{d\lambda}{du}=-\frac{s}{u(1-u)}.$$

Let $H(u)=-u\ln u-(1-u)\ln(1-u)$. Its derivative is $\ln[(1-u)/u]$ and $H(0)=0$, so $\int_0^u\lambda\,dv=sH(u)$. The formula of the theorem then gives

$$D(u)=\frac{s^2H(u)}{2u(1-u)}.$$

At $u=0.5$ this is $1.386\,s^2$. For small $u$, $-(1-u)\ln(1-u)=u+O(u^2)$, hence $D\simeq\frac12s^2[1+\ln(1/u)]$, which grows without bound. At $u=10^{-4}$ the full expression gives $5.106\,s^2$ and the limiting form $5.105\,s^2$.

This $D$ violates (A2), so the theorem does not cover it. The pair is nevertheless a solution: differentiating (6) restores (5), and a direct substitution into (1) was tested at three points. The divergence has a plain cause. A logistic tail is exponential, whereas Lemma 2 shows that a bounded $D$ requires a tail falling at least as fast as a Gaussian. A fitting function that looks harmless at mid-composition thus dictates the diffusivity near the ends.

## Remark 4: an interface that was not sharp

Let $D$ be constant. Then $q$ in Lemma 2 is a Gaussian, and so is $-u_x$, with variance $2Dt$. A step initially smeared by a Gaussian of standard deviation $w$ is therefore the profile that a sharp step would have reached after a time $t_0$ with $2Dt_0=w^2$. Equation (3) would return $D$ if the total time $t+t_0$ were used. With the annealing time $t$ it returns

$$D\,\frac{t+t_0}{t}=D+\frac{w^2}{2t}.$$

For $w=10\ \mu\mathrm m$, $t=360000\ \mathrm s$ and $D=0.001000\ \mu\mathrm{m^2/s}$, the inferred value is $0.001139\ \mu\mathrm{m^2/s}$, which is 14 % too high. The profile is still exactly an error function, the same as a sharp step would give in time $t$ with the larger constant diffusivity, so its shape at one time gives no warning. Profiles at two times do, because the excess falls as $1/t$.

## Corollary: a moving phase boundary

*Let phase $a$ on the left and phase $b$ on the right meet at $x_i=x_0+k\sqrt t$, with fixed local-equilibrium compositions $u_a>u_b$, one molar volume common to both phases, and a profile depending on $\lambda$ alone. Then (3) holds inside each phase, provided that $x=x_i$ is used throughout the gap $u_b<v<u_a$.*

*Proof.* When the boundary advances by $dx_i$, the composition in that slice rises from $u_b$ to $u_a$. The flux difference supplies this amount: $(u_a-u_b)\,dx_i/dt=J_a-J_b$. With $dx_i/dt=k/(2\sqrt t)$ and $J=q/\sqrt t$,

$$q_a-q_b=\tfrac12k\,(u_a-u_b). \tag{11}$$

In phase $b$, (6) holds as before, so $q_b=\frac12\int_0^{u_b}\lambda\,dv$. Equation (11) adds the rectangle of the gap, and integrating (5) into phase $a$ adds the rest:

$$q=\frac12\left[\int_0^{u_b}\lambda\,dv+k(u_a-u_b)+\int_{u_a}^u\lambda\,dv\right].$$

This is (6) with $\lambda=k$ in the gap. Division by $-U'$ gives $D$, and $q\to0$ as $u\to1$ gives (2). ∎

For constant diffusivities $D_a$ and $D_b$, (5) makes $U'$ proportional to $e^{-\lambda^2/(4D)}$ in each phase. The profiles are therefore error functions, fitted to the end and boundary compositions:

$$U_a=1-(1-u_a)\frac{\operatorname{erfc}(-\lambda/2\sqrt{D_a})}{\operatorname{erfc}(-k/2\sqrt{D_a})},\qquad U_b=u_b\frac{\operatorname{erfc}(\lambda/2\sqrt{D_b})}{\operatorname{erfc}(k/2\sqrt{D_b})}.$$

Condition (11) then determines $k$. With $D_a=0.004$ and $D_b=0.001\ \mu\mathrm{m^2/s}$, $u_a=0.7$ and $u_b=0.2$, it gives $k=0.017414\ \mu\mathrm{m\,s^{-1/2}}$. After 100 h the boundary has moved $10.448\ \mu\mathrm m$ to the right. The three areas close the mass balance:

$$5.6949+5.2241-10.9190=0.0000\ \mu\mathrm m.$$

Formula (3) recovers $D_a$ at $u=0.85$ and $D_b$ at $u=0.10$. Without the gap rectangle it would give $0.001806$ instead of $0.004000\ \mu\mathrm{m^2/s}$ at $u=0.85$, which is 55 % too low. Inside the gap $dx/du=0$, and (3) formally returns zero. That zero is not a diffusivity, because no layer of the couple has those compositions. In real couples the phases usually differ in molar volume, and a boundary limited by interface kinetics does not move as $\sqrt t$. The corollary does not cover either case.

The values quoted here are collected in the numerical output below.

## Values computed for the example and the checks

```
time = 100 h = 360000 s
D at u=0: 0.00100 um^2/s; exponent = 2.0
D at u=1: 0.00739 um^2/s
cell width = 0.50 um; domain length = 800 um
initial interface = 500.00 um
Matano plane from profile = 500.000 um
u | x-x_M (um) | du/dx (1/um) | area (um) | D Matano | D input (um^2/s)
0.1 | 50.814 | -0.007064 | 6.2126 | 0.001222 | 0.001221
0.3 | 29.705 | -0.010766 | 14.1246 | 0.001822 | 0.001822
0.5 | 10.173 | -0.009280 | 18.1622 | 0.002718 | 0.002718
0.7 | -16.012 | -0.006084 | 17.7628 | 0.004055 | 0.004055
0.9 | -66.371 | -0.002365 | 10.3028 | 0.006049 | 0.006050
D Matano at u=0.5 = 2.7182e-15 m^2/s
largest relative error for 0.02<u<0.98 = 7.68e-05
u | x-x_0 at t/4 (um) | x-x_0 at t (um)
0.1 | 25.407 | 50.814
0.5 | 5.086 | 10.173
0.9 | -33.184 | -66.371
u at plane: 0.58782 at t/4, 0.58783 at t
gain on right = 18.6201 um; loss on left = 18.6201 um
flux at plane = 2.58626e-05 um/s
2 t times flux = 18.6210 um
position of largest flux = 500.00 um
origin error = 5.0 um, at u=0.5:
D from right = 0.002344 um^2/s
D from left = 0.003092 um^2/s
D plane-free = 0.002718 um^2/s
logistic profile: u | D/s^2 | small-u form (dimensionless)
0.0100 | 2.82836 | 2.80259
0.0001 | 5.10566 | 5.10517
logistic D/s^2 at u=0.5 = 1.38629
smeared step: width = 10.0 um, true D = 0.001000 um^2/s
inferred D at u=0.5 = 0.001139 um^2/s; formula = 0.001139 um^2/s
two phases: D_a = 0.004000, D_b = 0.001000 um^2/s
boundary compositions: u_a = 0.70, u_b = 0.20
k = 0.017414 um/s^0.5; boundary displacement = 10.4483 um
areas: right 5.6949, gap 5.2241, left -10.9190 um
Matano D at u=0.85: 0.004000 um^2/s
Matano D at u=0.10: 0.001000 um^2/s
D at u=0.85 without gap area: 0.001806 um^2/s
```
